# Sampling the Vahedi-Surendra Scattering Angle and Its Isotropic Low-Energy Limit: test program

```python
"""
Result under test: for the Vahedi-Surendra angular distribution per steradian
    p(chi) = e / (4 pi (1 + e sin^2(chi/2)) ln(1+e)),   e = energy / (1 eV),
a uniform random number R gives the scattering cosine
    cos(chi) = (2 + e - 2 (1+e)^R) / e,
which tends to 1 - 2R (isotropic scattering) when e tends to zero.
chi is the scattering angle; R = 0 is forward and R = 1 is backward.
The program also sizes effects left out of this model for argon.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn
from numpy.polynomial.legendre import leggauss, legval


def density(chi, e):
    return e / (4*np.pi*(1 + e*np.sin(chi/2)**2)*np.log(1 + e))


def random_cosine(R, e):
    """Closed form, written so that small e keeps its digits."""
    return 1 - 2*np.expm1(R*np.log1p(e))/e


def mean_cosine(e):
    return 1 + 2/e - 2/np.log1p(e)


def cumulative(chi, e):
    """Probability of an angle below chi, from the definition."""
    return quad(lambda t: 2*np.pi*np.sin(t)*density(t, e), 0, chi,
                epsabs=1e-12, epsrel=1e-12, limit=200)[0]


# Inversion: root of the numerically integrated distribution.
inversion_error = 0.0
for e in (0.01, 3.0, 100.0):
    assert abs(cumulative(np.pi, e) - 1) < 1e-10
    for R in (0.1, 0.5, 0.9):
        root = brentq(lambda t: cumulative(t, e) - R, 0, np.pi, xtol=1e-13)
        inversion_error = max(inversion_error,
                              abs(np.cos(root) - random_cosine(R, e)))
assert inversion_error < 1e-8

# Mean cosine: quadrature over solid angle against the closed form.
for e in (0.1, 3.0, 100.0):
    direct = quad(lambda t: 2*np.pi*np.sin(t)*np.cos(t)*density(t, e),
                  0, np.pi, epsabs=1e-12, limit=200)[0]
    assert abs(direct - mean_cosine(e)) < 1e-9
assert abs(mean_cosine(1e-3)/(1e-3/6) - 1) < 1e-3

# Low-energy limit: symbolic Taylor coefficients and the uniform bound.
x, r = sp.symbols('x r', positive=True)
power = (1 + x)**r
taylor = [sp.diff(power, x, n).subs(x, 0)/sp.factorial(n) for n in range(3)]
assert sp.simplify(taylor[0] - 1) == 0
assert sp.simplify(1 - 2*taylor[1] - (1 - 2*r)) == 0
assert sp.simplify(-2*taylor[2] - r*(1 - r)) == 0
R_grid = np.linspace(0, 1, 2001)
largest_deviation = {}
for e in (1e-6, 1e-3, 0.01, 0.1, 1.0, 10.0):
    deviation = random_cosine(R_grid, e) - (1 - 2*R_grid)
    # The slack covers double-precision rounding only.
    assert np.all(deviation > -1e-14)
    assert np.all(deviation <= e*R_grid*(1 - R_grid) + 1e-14)
    largest_deviation[e] = deviation.max()

# Rounding: direct and stable expressions against 50-digit arithmetic.
mp.mp.dps = 50
tiny = 1e-14
direct_error = stable_error = 0.0
for R in np.linspace(0.05, 0.95, 19):
    em, Rm = mp.mpf(tiny), mp.mpf(float(R))
    reference = float((2 + em - 2*(1 + em)**Rm)/em)
    direct_error = max(direct_error,
                       abs((2 + tiny - 2*(1 + tiny)**R)/tiny - reference))
    stable_error = max(stable_error, abs(random_cosine(R, tiny) - reference))
assert direct_error > 1e-3 and stable_error < 1e-14

# Sampling: bin counts against integrated density.
rng = np.random.default_rng(12345)
samples, energy = 200000, 3.0
drawn = random_cosine(rng.random(samples), energy)
edges = np.linspace(-1, 1, 21)
counts = np.histogram(drawn, edges)[0]
expected = np.array([samples*quad(
    lambda c: 2*np.pi*density(np.arccos(c), energy), a, b)[0]
    for a, b in zip(edges[:-1], edges[1:])])
chi_square = np.sum((counts - expected)**2/expected)
assert chi_square < 50  # 19 degrees of freedom

# Forward transport length, in mean free paths, by a random walk.
direction = np.ones(samples)
forward = np.zeros(samples)
for step in range(14):
    forward += direction*rng.exponential(size=samples)
    c = random_cosine(rng.random(samples), energy)
    azimuth = 2*np.pi*rng.random(samples)
    side = np.sqrt(np.maximum(0, (1 - direction**2)*(1 - c**2)))
    direction = np.clip(direction*c + side*np.cos(azimuth), -1, 1)
walk_length = forward.mean()
walk_error = forward.std()/np.sqrt(samples)
transport_factor = 1/(1 - mean_cosine(energy))
assert abs(walk_length - transport_factor) < 5*walk_error

# Born scattering by a Yukawa potential, screening length one Bohr radius.
hartree = const.physical_constants['Hartree energy in eV'][0]


def yukawa_shape(s, E):
    return 1/(1 + 8*E/hartree*s)**2


def yukawa_mean_cosine(E):
    norm = quad(lambda s: yukawa_shape(s, E), 0, 1)[0]
    return quad(lambda s: (1 - 2*s)*yukawa_shape(s, E), 0, 1)[0]/norm


for s in (0.2, 0.8):
    q = np.sqrt(4*(2*energy/hartree)*s)
    amplitude = quad(lambda d: np.sin(q*d)*np.exp(-d)/q, 0, 60, limit=200)[0]
    assert abs(amplitude**2 - yukawa_shape(s, energy)) < 1e-8

# Rough argon atom: hard core plus polarisation tail, atomic units.
polarisability = 11.0
scattering_length = -1.5
beta = np.sqrt(polarisability)
core_radius = beta/(np.pi + np.arctan(beta/scattering_length))


def tan_phase(l, k):
    """Tangent of the phase shift from the radial equation."""
    end = 40/k

    def rhs(d, y):
        return [y[1], (l*(l + 1)/d**2 - k*k - polarisability/d**4)*y[0]]
    sol = solve_ivp(rhs, (core_radius, end), [0.0, 1.0], method='DOP853',
                    rtol=1e-11, atol=1e-14)
    u, du = sol.y[:, -1]
    z = k*end
    j, y = spherical_jn(l, z), spherical_yn(l, z)
    F, dF = z*j, j + z*spherical_jn(l, z, derivative=True)
    G, dG = z*y, y + z*spherical_yn(l, z, derivative=True)
    return (k*u*dF - du*F)/(k*u*dG - du*G)


def born_phase(l, k):
    return np.pi*polarisability*k*k/((2*l - 1)*(2*l + 1)*(2*l + 3))


def atom_mean_cosine(k, last_solved=6, last_wave=40):
    eta = np.array([np.arctan(tan_phase(l, k)) if l <= last_solved
                    else born_phase(l, k) for l in range(last_wave + 1)])
    weights_l = 2*np.arange(last_wave + 1) + 1
    c, w = leggauss(200)
    real = legval(c, weights_l*np.sin(eta)*np.cos(eta))
    imag = legval(c, weights_l*np.sin(eta)**2)
    intensity = real**2 + imag**2
    return np.sum(w*c*intensity)/np.sum(w*intensity)


def wave_number(E):
    return np.sqrt(2*E/hartree)


# Threshold laws; the tolerances cover the next order in k at k = 0.001.
k_small = 1e-3
curvature = (tan_phase(0, k_small) + scattering_length*k_small)/k_small**2
assert abs(curvature/(-np.pi*polarisability/3) - 1) < 0.05
assert abs(tan_phase(1, k_small)/born_phase(1, k_small) - 1) < 0.03
threshold_slope = 2*np.pi*polarisability/(15*abs(scattering_length))
assert abs(atom_mean_cosine(k_small)/(threshold_slope*k_small) - 1) < 0.05

atom_energies = (0.01, 0.1, 0.3, 1.0, 3.0)
atom_cosines = {E: atom_mean_cosine(wave_number(E)) for E in atom_energies}
atom_shift = abs(atom_mean_cosine(wave_number(3.0), 4, 20) - atom_cosines[3.0])
assert atom_shift < 0.01
assert atom_cosines[0.01] > 10*mean_cosine(0.01)

# Discharge example.
pressure_mTorr, gas_temperature, cross_section = 50.0, 300.0, 5e-16
gas_density = (pressure_mTorr*1e-3*const.torr
               / (const.k*gas_temperature))*1e-6
free_path = 1/(gas_density*cross_section)
argon_mass = 39.95*const.atomic_mass
mass_ratio = const.m_e/argon_mass
mean_loss = 2*mass_ratio*(1 - mean_cosine(energy))
speed_ratio = (np.sqrt(3*const.k*gas_temperature/argon_mass)
               / np.sqrt(2*energy*const.e/const.m_e))
one_percent = brentq(lambda e: mean_cosine(e) - 0.01, 1e-3, 1.0)

print(f"Largest inversion error in cosine: {inversion_error:.1e}")
print(f"Example energy: {energy:.1f} eV; ln(1+e) = {np.log1p(energy):.4f}")
for R in (0.1, 0.5, 0.9):
    c = random_cosine(R, energy)
    print(f"R={R:.1f}: (1+e)^R={(1+energy)**R:.4f}, cos={c:.4f}, "
          f"angle={np.degrees(np.arccos(c)):.1f} deg, "
          f"isotropic cos={1-2*R:.1f}")
print("Energy (eV) | median angle (deg) | mean cosine | Yukawa mean cosine")
for E in (0.01, 0.1, 1.0, 3.0, 10.0, 30.0, 100.0):
    median = np.degrees(np.arccos(random_cosine(0.5, E)))
    print(f"{E:7.2f} | {median:6.2f} | {mean_cosine(E):.4f} | "
          f"{yukawa_mean_cosine(E):.4f}")
print("Largest cosine deviation from 1-2R, and bound e/4:")
for E in (0.001, 0.01, 0.1, 1.0):
    print(f"  {E:.3f} eV: {largest_deviation[E]:.6f}, {E/4:.6f}")
print(f"Energy where mean cosine is 0.01: {one_percent:.4f} eV")
print(f"Rounding test energy: {tiny:.0e} eV")
print(f"Direct expression, largest cosine error: {direct_error:.1e}")
print(f"Stable expression, largest cosine error: {stable_error:.1e}")
print(f"Samples: {samples}; chi-square for 20 bins: {chi_square:.1f}")
print(f"Argon pressure: {pressure_mTorr:.0f} mTorr")
print(f"Gas temperature: {gas_temperature:.0f} K")
print(f"Rough elastic cross section: {cross_section:.0e} cm^2")
print(f"Gas density: {gas_density:.3e} cm^-3")
print(f"Mean free path: {free_path:.3f} cm")
print(f"Momentum-transfer/total ratio: {1-mean_cosine(energy):.4f}")
print(f"Transport length / free path, formula: {transport_factor:.4f}")
print(f"Same from random walk: {walk_length:.4f} +/- {walk_error:.4f}")
print(f"Forward transport length: {free_path*transport_factor:.3f} cm")
print(f"Rough argon polarisability: {polarisability:.0f} bohr^3")
print(f"Rough argon scattering length: {scattering_length:.1f} bohr")
print(f"Fitted hard-core radius: {core_radius:.3f} bohr")
print("Energy (eV) | mean cosine of core-plus-polarisation atom")
for E in atom_energies:
    print(f"{E:7.2f} | {atom_cosines[E]:.3f}")
print(f"Partial-wave convergence shift at 3 eV: {atom_shift:.1e}")
print(f"Transport length with that atom at 3 eV: "
      f"{free_path/(1-atom_cosines[3.0]):.3f} cm")
print(f"Electron/argon mass ratio: {mass_ratio:.2e}")
print(f"Mean recoil energy loss fraction at 3 eV: {mean_loss:.2e}")
print(f"Thermal atom speed / electron speed at 3 eV: {speed_ratio:.1e}")
print("all assertions hold")
```

Output:

```
Largest inversion error in cosine: 7.9e-15
Example energy: 3.0 eV; ln(1+e) = 1.3863
R=0.1: (1+e)^R=1.1487, cos=0.9009, angle=25.7 deg, isotropic cos=0.8
R=0.5: (1+e)^R=2.0000, cos=0.3333, angle=70.5 deg, isotropic cos=0.0
R=0.9: (1+e)^R=3.4822, cos=-0.6548, angle=130.9 deg, isotropic cos=-0.8
Energy (eV) | median angle (deg) | mean cosine | Yukawa mean cosine
   0.01 |  89.86 | 0.0017 | 0.0010
   0.10 |  88.63 | 0.0159 | 0.0097
   1.00 |  80.12 | 0.1146 | 0.0857
   3.00 |  70.53 | 0.2240 | 0.2080
  10.00 |  57.54 | 0.3659 | 0.4302
  30.00 |  45.93 | 0.4843 | 0.6500
 100.00 |  35.01 | 0.5866 | 0.8278
Largest cosine deviation from 1-2R, and bound e/4:
  0.001 eV: 0.000250, 0.000250
  0.010 eV: 0.002488, 0.002500
  0.100 eV: 0.023825, 0.025000
  1.000 eV: 0.172143, 0.250000
Energy where mean cosine is 0.01: 0.0618 eV
Rounding test energy: 1e-14 eV
Direct expression, largest cosine error: 4.5e-02
Stable expression, largest cosine error: 2.2e-16
Samples: 200000; chi-square for 20 bins: 21.7
Argon pressure: 50 mTorr
Gas temperature: 300 K
Rough elastic cross section: 5e-16 cm^2
Gas density: 1.609e+15 cm^-3
Mean free path: 1.243 cm
Momentum-transfer/total ratio: 0.7760
Transport length / free path, formula: 1.2886
Same from random walk: 1.2978 +/- 0.0077
Forward transport length: 1.601 cm
Rough argon polarisability: 11 bohr^3
Rough argon scattering length: -1.5 bohr
Fitted hard-core radius: 1.662 bohr
Energy (eV) | mean cosine of core-plus-polarisation atom
   0.01 | 0.103
   0.10 | 0.533
   0.30 | 0.389
   1.00 | -0.310
   3.00 | -0.124
Partial-wave convergence shift at 3 eV: 1.6e-05
Transport length with that atom at 3 eV: 1.106 cm
Electron/argon mass ratio: 1.37e-05
Mean recoil energy loss fraction at 3 eV: 2.13e-05
Thermal atom speed / electron speed at 3 eV: 4.2e-04
all assertions hold
```
